\section*{The Local Energy and Its Zero-Variance Property, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the average and its variance}

\subsection{What symmetry requires of a local estimator}

Suppose that the energy of a trial function $\psi$ is to be found by averaging some number $e(x)$ over points $x$ in configuration space. Let this number be proportional to the value of $H\psi$ at the point, so that
\begin{equation}
 e(x)=\frac{(H\psi)(x)}{f(x)},
\end{equation}
with a function $f$ still to be found. A symmetry requirement determines it. The zero of energy is arbitrary: replacing $H$ by $H+C$, with a constant $C$, raises the energy by $C$. Here the stronger demand is made that every single value $e(x)$, and not only the average, rise by $C$. Under this replacement
\begin{equation}
 e(x)\;\to\;\frac{(H\psi)(x)+C\psi(x)}{f(x)}
 =e(x)+C\,\frac{\psi(x)}{f(x)} .
\end{equation}
The added term equals $C$ if $f(x)=\psi(x)$, and not otherwise. The estimator is therefore $H\psi/\psi$.

A second symmetry is then satisfied as well. The functions $\psi$ and $\lambda\psi$, with $\lambda\neq0$, describe the same state, and the factor $\lambda$ cancels in $H\psi/\psi$. The dimensions also agree: whatever the dimension of $\psi$, the ratio has the dimension of $H$, which is an energy.

The same reasoning limits the form of the variance. A spread of energies has the dimension of energy squared after squaring, and it must not change when $H$ is shifted by a constant. The Hamiltonian can then enter through the difference $H-E$, in which the shift cancels. Symmetry does not supply the weight of the average. That comes from the definition of the quantum-mechanical expectation value.

\subsection{The Hamiltonian and the trial function}

Hartree atomic units are used, in which $\hbar$, the electron mass and the elementary charge equal one. The letter $x$ stands for all electron coordinates together, and $dx$ for the corresponding volume element. The Hamiltonian is
\begin{equation}
 H=-\tfrac12\nabla^2+V(x),
\end{equation}
with a real potential $V$ and with $\nabla^2$ acting on all coordinates. For real functions the inner product and the norm are
\begin{equation}
 \langle f|g\rangle=\int f(x)g(x)\,dx,\qquad
 \|f\|^2=\langle f|f\rangle .
\end{equation}

The trial function $\psi$ is real and need not be normalized. Two assumptions are made about it.

First, $\psi$ lies in the domain of $H$. This means that $\psi$ and $H\psi$ are both square integrable functions. In particular, $\psi$ has no kink whose second derivative would leave an uncompensated delta function in $H\psi$. For smooth potentials that are bounded below, and for the Coulomb potentials of atoms and molecules, $H$ is symmetric on such functions, $\langle f|Hg\rangle=\langle Hf|g\rangle$. This symmetry is assumed where it is used below; it can fail for a potential that falls steeply to $-\infty$ at large distance, such as $V=-x^4$.

Second, the points where $\psi=0$ fill no volume. They may form surfaces, as the nodes of an excited state do, but not a region.

The local energy is defined wherever $\psi\neq0$:
\begin{equation}
 E_L(x)=\frac{(H\psi)(x)}{\psi(x)}
 =-\frac12\,\frac{\nabla^2\psi(x)}{\psi(x)}+V(x).
 \label{eq:EL}
\end{equation}
The first term comes from the kinetic energy operator, but it is not the kinetic energy of a particle found at $x$. It is negative wherever $\nabla^2\psi$ has the sign of $\psi$, as in a decaying tail.

\subsection{The energy as an average}

The variational energy of $\psi$ is the expectation value
\begin{equation}
 E=\frac{\langle\psi|H\psi\rangle}{\langle\psi|\psi\rangle}
 =\frac{\int\psi\,(H\psi)\,dx}{\int\psi^2\,dx}.
 \label{eq:E}
\end{equation}
By the definition of $E_L$, $H\psi=\psi E_L$ wherever $\psi\neq0$. The remaining points fill no volume and contribute nothing to the integral. Hence
\begin{equation}
 \int\psi\,(H\psi)\,dx=\int\psi^2E_L\,dx .
\end{equation}
With the density
\begin{equation}
 \rho(x)=\frac{\psi(x)^2}{\int\psi(y)^2\,dy},
 \qquad \rho\ge0,\qquad \int\rho\,dx=1,
\end{equation}
the energy becomes
\begin{equation}
 \boxed{\,E=\int\rho(x)\,E_L(x)\,dx\,}.
 \label{eq:mean}
\end{equation}
Because $\rho$ is nonnegative and integrates to one, it is a probability density. The energy can thus be estimated by drawing points from $\rho$ and averaging $E_L$ over them. The normalization integral of $\psi$ is not needed for evaluating $E_L$, since it cancels in the ratio.

\subsection{The variance as the size of a residual}

The variance of the local energy under $\rho$ is
\begin{equation}
 \sigma^2=\int\rho\,(E_L-E)^2\,dx
 =\frac{\int\psi^2(E_L-E)^2\,dx}{\int\psi^2\,dx}.
\end{equation}
Taking one factor $\psi$ into each factor $E_L-E$ gives
\begin{equation}
 \psi^2(E_L-E)^2=(\psi E_L-E\psi)^2=(H\psi-E\psi)^2 .
\end{equation}
Therefore
\begin{equation}
 \boxed{\,\sigma^2=\frac{\|(H-E)\psi\|^2}{\|\psi\|^2}\,}.
 \label{eq:var}
\end{equation}
The function $(H-E)\psi$ is the residual left when $\psi$ is inserted into the Schr\"odinger equation with energy $E$. The variance measures its size relative to $\psi$. It is finite, because $\psi$ and $H\psi$ are square integrable. This holds even if $E_L$ itself diverges at a node: the factor $\psi^2$ compensates the divergence.

\subsection{Proof of the zero-variance property}

Under the two assumptions, the following statements are equivalent:
\begin{enumerate}
 \item $\psi$ is an eigenstate of $H$;
 \item $E_L$ is constant, apart from a set of points without volume;
 \item $\sigma=0$.
\end{enumerate}

\emph{From 1 to 2.} If $H\psi=\varepsilon\psi$, division by $\psi$ gives $E_L=\varepsilon$ wherever $\psi\neq0$.

\emph{From 2 to 3.} If $E_L=c$, then equation (\ref{eq:mean}) gives $E=c\int\rho\,dx=c$. The difference $E_L-E$ vanishes, and so does its mean square.

\emph{From 3 to 1.} If $\sigma=0$, equation (\ref{eq:var}) gives
\begin{equation}
 \int(H\psi-E\psi)^2\,dx=0 .
\end{equation}
The integrand is a square and cannot be negative. Its integral can vanish only if the integrand vanishes apart from a set without volume. Hence $H\psi=E\psi$ as an equation between square integrable functions. Since $\psi$ is in the domain of $H$ and is not zero, this is the eigenvalue equation. The three implications close the circle.

The proof makes no reference to the ground state. A vanishing variance identifies an eigenstate, but does not tell which one.

\subsection{Worked example: a Gaussian in a harmonic well}

Let one electron move in one dimension in $V=x^2/2$, with a spring constant of 1 hartree/bohr$^2$. The trial function is
\begin{equation}
 \psi(x)=e^{-ax^2/2},\qquad a>0,
\end{equation}
where $a$ is in bohr$^{-2}$. Its derivatives are
\begin{align}
 \psi'&=-ax\,\psi,\\
 \psi''&=-a\psi-ax\,\psi'=(a^2x^2-a)\psi .
\end{align}
Inserting the second one into (\ref{eq:EL}),
\begin{equation}
 E_L=-\tfrac12(a^2x^2-a)+\tfrac12x^2
 =\frac a2+\frac{1-a^2}{2}\,x^2 .
 \label{eq:gaussEL}
\end{equation}
The quadratic term is what remains of the potential after the kinetic term $-a^2x^2/2$ has been added. For $a<1$ the function is too wide, this compensation is too weak, and $E_L$ rises outward. For $a>1$ it falls outward. At $a=1$ it is constant.

The averages need the moments of $\rho\propto e^{-ax^2}$. They follow by differentiating $I(a)=\int e^{-ax^2}dx=\sqrt{\pi}\,a^{-1/2}$ with respect to $a$, since each derivative brings down a factor $-x^2$:
\begin{align}
 \langle x^2\rangle&=-\frac{I'}{I}=\frac1{2a}, &
 \langle x^4\rangle&=\frac{I''}{I}=\frac3{4a^2}, &
 \langle x^6\rangle&=-\frac{I'''}{I}=\frac{15}{8a^3}.
\end{align}
The mean of (\ref{eq:gaussEL}) is
\begin{equation}
 E=\frac a2+\frac{1-a^2}{4a}=\frac14\left(a+\frac1a\right).
\end{equation}
The constant $a/2$ does not contribute to the variance, and
\begin{equation}
 \langle x^4\rangle-\langle x^2\rangle^2
 =\frac3{4a^2}-\frac1{4a^2}=\frac1{2a^2}.
\end{equation}
Consequently
\begin{equation}
 \sigma^2=\left(\frac{1-a^2}{2}\right)^2\frac1{2a^2},
 \qquad
 \sigma=\frac{|1-a^2|}{\sqrt8\,a}.
 \label{eq:gausssigma}
\end{equation}

For $a=0.8$ the local energy is $0.4+0.18\,x^2$. It equals 0.445, 0.580 and 1.120 hartree at $x=0.5$, 1 and 2 bohr. With $\langle x^2\rangle=1/1.6=0.625$ bohr$^2$, the mean is
\begin{equation}
 E=0.4+0.18\times0.625=0.5125\ \text{hartree},
\end{equation}
and the standard deviation is $\sigma=0.36/(0.8\sqrt8)=0.1591$ hartree. At $a=1$ the local energy is 0.5 hartree at every point, and $\sigma=0$. The energy lies only 0.0125 hartree above this value at $a=0.8$, while the fluctuations are more than ten times larger than that difference.

\subsection{The same property for an excited state}

Now take the odd function $\psi=x\,e^{-ax^2/2}$. Its derivatives are
\begin{align}
 \psi'&=(1-ax^2)\,e^{-ax^2/2},\\
 \psi''&=\left[-2ax-ax(1-ax^2)\right]e^{-ax^2/2}
 =(a^2x^2-3a)\,\psi .
\end{align}
The local energy is therefore
\begin{equation}
 E_L=\frac{3a}2+\frac{1-a^2}{2}\,x^2 .
\end{equation}
The density is now proportional to $x^2e^{-ax^2}$. Its moments are ratios of the Gaussian moments above:
\begin{equation}
 \langle x^2\rangle_{\rm odd}=\frac{3/(4a^2)}{1/(2a)}=\frac3{2a},
 \qquad
 \langle x^4\rangle_{\rm odd}=\frac{15/(8a^3)}{1/(2a)}=\frac{15}{4a^2}.
\end{equation}
It follows that
\begin{align}
 E&=\frac{3a}2+\frac{3(1-a^2)}{4a}=\frac34\left(a+\frac1a\right),\\
 \sigma^2&=\frac{(1-a^2)^2}{4}\left(\frac{15}{4a^2}-\frac9{4a^2}\right)
 =\frac{3(1-a^2)^2}{8a^2}.
\end{align}
At $a=0.8$ this gives $E=1.5375$ hartree and $\sigma=0.2756$ hartree. At $a=1$ the variance vanishes and $E=1.5$ hartree, an excited level. The node at $x=0$ does no harm: $\psi''$ vanishes there together with $\psi$, and the ratio stays finite.

\subsection{A trial function as a mixture of eigenstates}

In a confining well the eigenstates $\varphi_n$, with energies $E_n$, form a complete orthonormal set. Write $\psi=\sum_nc_n\varphi_n$ and let $p_n=c_n^2/\sum_mc_m^2$ be the weights. Since $H\psi=\sum_nc_nE_n\varphi_n$, orthonormality turns (\ref{eq:E}) and (\ref{eq:var}) into
\begin{equation}
 E=\sum_np_nE_n,\qquad
 \sigma^2=\sum_np_n(E_n-E)^2 .
 \label{eq:spectral}
\end{equation}
The first sum cannot be smaller than the lowest level $E_0$, which is the variational principle. The second vanishes if all the weight lies on a single energy. Several states of that same energy may take part, and their mixture is again an eigenstate.

The second sum also yields a bound. If $d$ is the distance from $E$ to the nearest level, then every $(E_n-E)^2\ge d^2$, so $\sigma^2\ge d^2$. At least one level lies within $\sigma$ of $E$.

For two states with weights $1-p$ and $p$, let $\Delta=E_1-E_0$. Then $E=E_0+p\Delta$, and
\begin{equation}
 \sigma^2=(1-p)(p\Delta)^2+p\,[(1-p)\Delta]^2
 =p(1-p)\Delta^2,
\end{equation}
because the common factor $p(1-p)\Delta^2$ multiplies $p+(1-p)=1$. A well without a closed solution serves as a check: $V=x^2/2+x^4/4$, with levels obtained by matrix diagonalization. The two lowest are 0.62093 and 2.02597 hartree, so $\Delta=1.4050$ hartree. For $p=0.1$,
\begin{align}
 E&=0.6209+0.1\times1.4050=0.7614\ \text{hartree},\\
 \sigma&=\sqrt{0.09}\times1.4050=0.4215\ \text{hartree}.
\end{align}
The local energy of each separate state, computed from numerical derivatives on points between 0.1 and 2.5 bohr, stays within $2\times10^{-8}$ hartree of its eigenvalue. Each of the two functions has a constant local energy, but their sum does not.

\section{Second half: sampling, accuracy and conditions}

\subsection{Symbols and results carried over}

The Hamiltonian is $H=-\frac12\nabla^2+V$ in Hartree atomic units, and $\psi$ is a real trial function in its domain whose zeros fill no volume. The local energy is $E_L=H\psi/\psi$, and $\rho=\psi^2/\int\psi^2dx$ is the sampling density. The first half established
\begin{equation}
 E=\int\rho E_L\,dx,\qquad
 \sigma^2=\int\rho(E_L-E)^2dx=\frac{\|(H-E)\psi\|^2}{\|\psi\|^2},
 \label{eq:recall}
\end{equation}
and that $\sigma=0$ holds if and only if $\psi$ is an eigenstate. For $\psi=e^{-ax^2/2}$ in the well $V=x^2/2$,
\begin{equation}
 E_L=\frac a2+\frac{1-a^2}2x^2,\quad
 E=\frac14\left(a+\frac1a\right),\quad
 \sigma=\frac{|1-a^2|}{\sqrt8\,a},\quad
 \langle x^2\rangle=\frac1{2a}.
 \label{eq:recallgauss}
\end{equation}

\subsection{The statistical error of a sampled energy}

Draw $N$ points $x_i$ from $\rho$ and form the sample mean
\begin{equation}
 \bar E=\frac1N\sum_{i=1}^NE_L(x_i).
\end{equation}
Its expected value is $E$, because each term has the mean $E$. With $\delta_i=E_L(x_i)-E$, the expected squared error is
\begin{equation}
 \left\langle(\bar E-E)^2\right\rangle
 =\frac1{N^2}\sum_{i,j}\langle\delta_i\delta_j\rangle .
 \label{eq:covariance}
\end{equation}
For independent points the terms with $i\ne j$ factor into $\langle\delta_i\rangle\langle\delta_j\rangle=0$. The $N$ terms with $i=j$ each equal $\sigma^2$. The standard error is therefore
\begin{equation}
 \sqrt{\left\langle(\bar E-E)^2\right\rangle}=\frac{\sigma}{\sqrt N}.
\end{equation}

Points generated by a random walk are correlated, and the terms with $i\neq j$ then remain. The Cauchy--Schwarz inequality gives $|\langle\delta_i\delta_j\rangle|\le\sigma^2$ if every point is distributed according to $\rho$. The double sum in (\ref{eq:covariance}) has $N^2$ terms and is at most $N^2\sigma^2$, so the expected squared error is at most $\sigma^2$. Correlation can enlarge the error, but if $\sigma=0$ the error is still zero.

At $a=0.8$, a run with 200\,000 independent points gives $\bar E=0.5121$ hartree with a standard error of 0.00035 hartree. The true mean, 0.5125 hartree, is about 1.2 standard errors away. Grouping the same points into 2000 blocks of 100 tests the $\sqrt N$ law. The block means scatter by 0.0157 hartree, and the law predicts $0.1591/\sqrt{100}=0.0159$ hartree. The difference of about one per cent is within the statistical uncertainty of the measured scatter.

At $a=1$ the sampled values of $E_L$ all equal 0.5 hartree, within $5\times10^{-10}$ hartree. This remaining spread comes from the numerical derivatives. One point would have sufficed.

The energy of a trial function is the average of its local energy over $\rho$, the variance $\sigma^2$ vanishes exactly when the function is an eigenstate, and $N$ independent points give the standard error $\sigma/\sqrt N$. What remains is how the errors vanish near an eigenstate, how to extrapolate to zero variance, how another estimator with the same mean compares, and what kinks, nodes and Coulomb centres do.
